\section*{Critical Thickness for Channel Cracking of a Film on a Matched Substrate}

\section*{Problem}

A brittle film of thickness $h$ is bonded to a thick substrate with the same isotropic elastic constants. The film carries a uniform equal-biaxial tension $\sigma=500$ MPa; the substrate is initially unstressed. The plane-strain modulus is $\bar E=E/(1-\nu^2)=100$ GPa, where $E$ is Young's modulus and $\nu$ is Poisson's ratio. The film toughness, the energy needed per unit area of crack, is $\Gamma=5$ J/m$^2$. A crack that cuts the film down to the interface runs along the film as a long straight channel.

\begin{enumerate}
\item Express the energy released per unit area of channel through the opening of the crack far behind its front.
\item Find that opening, and hence the release rate $G$.
\item Find the thickness at which steady channelling becomes possible. Can a channel run in a film of thickness $1.00\ \mu$m?
\item How tough must the substrate be to stop the crack at the interface? What changes if it is only as tough as the film?
\item Which neglected effects could change the verdict for the $1.00\ \mu$m film?
\end{enumerate}

\section*{Solution}

\subsection*{1. Energy released by a steady channel}

Let $x$ be the depth below the free surface, $y$ the direction normal to the crack, and $z$ the direction in which the channel runs. Once the channel is several film thicknesses long, the fields around its front move with it unchanged. An advance $d\ell$ then has one net effect: a slice of uncracked film far ahead is replaced by a slice of cracked film far behind.

To find the energy difference, cut the film in a slice and hold the faces closed with the original traction $\sigma$. Now lower the traction to $(1-s)\sigma$, with $s$ going from 0 to 1. By linearity the opening is $s\,\delta(x)$, where $\delta$ is its final value. The work given to the holding agent, per unit length along $z$, is
\begin{equation}
U=\int_0^h dx\int_0^1(1-s)\sigma\,\delta(x)\,ds
=\frac{\sigma}{2}\int_0^h\delta(x)\,dx .
\end{equation}
The new crack area is $h\,d\ell$, so
\begin{equation}
G=\frac{U}{h}=\frac{\sigma}{2h}\int_0^h\delta(x)\,dx .
\label{Gdef}
\end{equation}
Far behind the front nothing depends on $z$, and cracking causes no additional strain along $z$. The changes in stress and strain are therefore those of plane strain. Setting $\epsilon_{zz}=0$ gives $\sigma_{zz}=\nu(\sigma_{xx}+\sigma_{yy})$, and Hooke's law becomes
\begin{equation}
\epsilon_{yy}=\frac{1}{\bar E}\left(\sigma_{yy}-\frac{\nu}{1-\nu}\sigma_{xx}\right).
\label{hooke}
\end{equation}

\subsection*{2. The opening}

Subtract the initial state. What remains is an initially unstressed half-plane $x>0$ with a surface crack of depth $a$, whose faces carry $\sigma_{yy}=-\sigma$. This cancels the initial tension and leaves the real faces free. We keep $a\le h$ general and set $a=h$ for the channel.

\paragraph{One dislocation.} Build the opening from elementary gaps, each of constant width $b$ from the surface down to depth $t$. Write the stresses as
\[
\sigma_{yy}=A\,\partial_x^2\varphi,\qquad \sigma_{xx}=A\,\partial_y^2\varphi,\qquad \sigma_{xy}=-A\,\partial_x\partial_y\varphi .
\]
Equilibrium then holds identically, and compatibility of the strains requires $\nabla^4\varphi=0$. With $r_1^2=(x-t)^2+y^2$ and $r_2^2=(x+t)^2+y^2$, take
\begin{equation}
\varphi=(x-t)\ln\frac{r_1}{r_2}-\frac{2tx(x+t)}{r_2^2}.
\label{airy}
\end{equation}
Away from the dislocation, $\ln r_1$, $\ln r_2$ and $(x+t)/r_2^2=\partial_x\ln r_2$ are harmonic. Every term is thus a harmonic function or $x$ times one. Since $\nabla^2(xH)=2\partial_xH$ for harmonic $H$, a second Laplacian gives zero.

At $x=0$ we have $r_1=r_2=r$, so $\varphi=0$ for all $y$ and $\sigma_{xx}=0$. Also
\begin{equation}
\partial_x\varphi\big|_{x=0}
=-t\left(\frac{-t}{r^2}-\frac{t}{r^2}\right)-\frac{2t^2}{r^2}=0 ,
\end{equation}
so $\sigma_{xy}=0$ there. The surface is free of traction.

The factor $A$ follows from the gap. Integrate $\epsilon_{yy}$ over all $y$ at fixed depth. The $\sigma_{xx}$ term gives the end values of $\partial_y\varphi$, which vanish. The terms containing $r_2$ are smooth across $x=t$, so the jump comes from $X\ln r_1$ with $X=x-t$:
\begin{align}
\partial_x^2(X\ln r_1)&=\frac{3X}{r_1^2}-\frac{2X^3}{r_1^4},\\
\int_{-\infty}^{\infty}\left(\frac{3X}{r_1^2}-\frac{2X^3}{r_1^4}\right)dy
&=(3\pi-\pi)\,\mathrm{sgn}X=2\pi\,\mathrm{sgn}X .
\end{align}
The stretch just below depth $t$ thus exceeds that just above by $4\pi A/\bar E$. The displacements at $y=\pm\infty$ are the same on both lines. Above $t$ the gap supplies the missing length $b$, so
\begin{equation}
b=\frac{4\pi A}{\bar E},\qquad A=\frac{\bar E b}{4\pi}.
\end{equation}
Direct quadrature of the strain from (\ref{airy}) along $x=1.5t$ and $x=0.5t$ gives a difference of 12.56637 in units of $A/\bar E$, which agrees with $4\pi$.

On the crack line $y=0$,
\[
\varphi=(x-t)\ln|x-t|-(x-t)\ln(x+t)-2t+\frac{2t^2}{x+t}.
\]
The second derivatives of the three varying terms are $1/(x-t)$, then
\[
-\frac{2}{x+t}+\frac{x-t}{(x+t)^2}=-\frac1{x+t}-\frac{2t}{(x+t)^2},
\]
and $4t^2/(x+t)^3$. Hence $\sigma_{yy}=(\bar Eb/4\pi)\,k(x,t)$ with
\begin{equation}
k(x,t)=\frac1{x-t}-\frac1{x+t}-\frac{2t}{(x+t)^2}+\frac{4t^2}{(x+t)^3}.
\label{kernel}
\end{equation}

\paragraph{The whole crack.} Let gaps of total width $B(t)\,dt$ end between $t$ and $t+dt$. Then $\delta(x)=\int_x^aB(t)\,dt$, so $B=-\delta'$ and $\delta(a)=0$. The face condition is
\begin{equation}
\frac{\bar E}{4\pi}\,\mathrm{PV}\!\!\int_0^aB(t)\,k(x,t)\,dt=-\sigma,\qquad 0<x<a,
\label{inteq}
\end{equation}
where PV denotes the principal value. Put $x=a\xi$, $t=a\tau$ and $B=(\sigma/\bar E)\beta(\tau)$. The kernel scales as $1/a$ and $dt=a\,d\tau$, so all parameters drop out of the equation for $\beta$:
\begin{equation}
\mathrm{PV}\!\!\int_0^1\beta(\tau)\,k(\xi,\tau)\,d\tau=-4\pi .
\label{scaled}
\end{equation}
The opening and the released energy are therefore
\begin{align}
\delta&=\frac{\sigma a}{\bar E}D(x/a),\qquad D(\xi)=\int_\xi^1\beta\,d\tau,\\
U(a)&=Z\frac{\sigma^2a^2}{\bar E},\qquad
Z=\frac12\int_0^1D\,d\xi=\frac12\int_0^1\tau\beta\,d\tau .
\label{Udef}
\end{align}
The last equality follows from exchanging the order of integration. Setting $a=h$ in (\ref{Gdef}) gives
\begin{equation}
G=Z\frac{\sigma^2h}{\bar E}.
\label{Gresult}
\end{equation}
Poisson's ratio enters only through $\bar E$.

\paragraph{The number $Z$.} At the tip the opening vanishes as a square root, so write $\beta=g(\tau)/\sqrt{1-\tau}$ with $g$ continuously differentiable. The substitutions $\tau=1-u^2$ and $\xi=1-v^2$ give $d\tau/\sqrt{1-\tau}\to2\,du$ and $\xi-\tau=u^2-v^2$. Subtracting the singular value leaves an ordinary integral:
\begin{align}
\mathrm{PV}\!\!\int_0^1\frac{\beta\,d\tau}{\xi-\tau}
={}&2\int_0^1\frac{g(1-u^2)-g(1-v^2)}{u^2-v^2}\,du\nonumber\\
&+\frac{g(1-v^2)}{v}\ln\frac{1-v}{1+v}.
\end{align}
The remaining terms of (\ref{kernel}) need only ordinary quadrature, with points concentrated near the mouth. Expanding $g$ in 20 Chebyshev polynomials and imposing (\ref{scaled}) at 80 depths by least squares gives
\begin{equation}
Z=1.976,\qquad D(0)=5.817 .
\end{equation}

\paragraph{A second route, through the tip.} Let $B\simeq C/\sqrt{a-t}$ near the tip. At a small distance $r$ ahead of it, the singular part of (\ref{kernel}) gives
\begin{equation}
\sigma_{yy}\simeq\frac{\bar EC}{4\pi}\int_0^\infty\frac{dq}{\sqrt q\,(q+r)}
=\frac{\bar EC}{4\sqrt r}\equiv\frac{K}{\sqrt{2\pi r}},
\end{equation}
so $K=\sqrt{2\pi}\,\bar EC/4$. The opening at distance $q$ behind the tip is $2C\sqrt q=8K\sqrt q/(\bar E\sqrt{2\pi})$. The energy released when the tip advances by $da$ is the work needed to close the new piece again:
\begin{align}
dU&=\frac12\int_0^{da}\frac{K}{\sqrt{2\pi r}}\,
\frac{8K\sqrt{da-r}}{\bar E\sqrt{2\pi}}\,dr\nonumber\\
&=\frac{2K^2}{\pi\bar E}\,\frac{\pi\,da}{2}=\frac{K^2}{\bar E}\,da .
\label{irwin}
\end{align}
For our crack $C=\sigma g(1)\sqrt a/\bar E$. Hence $K=F\sigma\sqrt{\pi a}$ with $F=\sqrt2\,g(1)/4$, and the solution gives $F=1.1215$. Comparing (\ref{irwin}) with the derivative of (\ref{Udef}),
\begin{equation}
2Z\frac{\sigma^2a}{\bar E}=\pi F^2\frac{\sigma^2a}{\bar E}
\quad\Longrightarrow\quad Z=\frac{\pi F^2}{2}=1.976 .
\label{ZF}
\end{equation}
The area under the opening and the field at the tip agree. A separate finite-element calculation, which uses neither the dislocation field nor (\ref{inteq}), gives $Z=1.975$ for both $\nu=0.25$ and $\nu=0.10$. Its body extends $60h$ beyond the crack tip in depth and $60h$ to the side.

\subsection*{3. The critical thickness}

Steady advance requires $G\ge\Gamma$. From (\ref{Gresult}),
\begin{equation}
h_c=\frac{\Gamma\bar E}{Z\sigma^2}
=\frac{5\times10^{11}}{1.976\times2.5\times10^{17}}\ \mathrm{m}
=1.012\ \mu\mathrm{m},
\label{hc}
\end{equation}
or about $1.01\times10^4$ \AA. The formula contains no physical constant and holds in any consistent units, atomic units included.

For $h=1.00\ \mu$m the natural energy scale is $\sigma^2h/\bar E=2.5$ J/m$^2$, so
\begin{equation}
G=1.976\times2.5=4.94\ \mathrm{J/m^2}<5\ \mathrm{J/m^2}.
\end{equation}
Within the model a steady channel cannot run in this film, but the margin is only 1.2 percent of $\Gamma$. Since $h_c\propto\sigma^{-2}$, a 1 percent rise in stress lowers $h_c$ by about 2 percent and reverses the verdict.

At $h_c$ the mouth opens by
\[
D(0)\,\sigma h_c/\bar E=5.817\times0.005\times1.012\ \mu\mathrm m=29.4\ \mathrm{nm},
\]
about 3 percent of the thickness. This is consistent with the small-deformation theory used here. The formula also needs $\sigma>0$: although $G$ is even in $\sigma$, compression would press the faces together, and the free-face condition would fail.

\paragraph{A scratch instead of a channel.} Consider a long straight crack of depth $a<h$, already present along the film. It can deepen if $dU/da=2Z\sigma^2a/\bar E\ge\Gamma$, that is, if
\begin{equation}
a\ge\frac{h_c}{2}=0.506\ \mu\mathrm{m}.
\end{equation}
A sufficiently deep scratch in the $1.00\ \mu$m film can therefore cut through to the interface along its own length, although the film cannot sustain a steady channel beyond its ends. Deepening is driven by the release rate at the current depth. Channelling is driven by the average over all depths from 0 to $h$, which is half the value at the interface because the rate grows linearly with depth.

\subsection*{4. Can the substrate stop the crack?}

By the same factor of two, the release rate at the bottom edge of the channel at $h=h_c$ is $2\Gamma=10$ J/m$^2$. Stopping at the interface, as assumed in (\ref{hc}), thus requires a substrate toughness of at least 10 J/m$^2$. Matched elasticity alone does not ensure this.

Suppose instead that the substrate toughness is also 5 J/m$^2$. The crack then reaches a depth $a>h$, while the initial tension still acts only over $0<x<h$. To find its tip field, compare this partial load $p$ with the full load $u$, which is $\sigma$ over the whole depth $a$. Apply both together, with weights $\lambda$ and $\mu$. The part of $U$ proportional to $\lambda\mu$ is
\begin{equation}
\frac{\sigma}{2}\left(\int_0^h\delta_u\,dx+\int_0^a\delta_p\,dx\right)
=\sigma\int_0^h\delta_u\,dx ,
\end{equation}
because the two integrals are equal by the reciprocal theorem. The intensity is $\lambda K_p+\mu K_u$, so the corresponding part of $K^2/\bar E$ is $2K_pK_u/\bar E$. Using $dU/da=K^2/\bar E$,
\begin{equation}
K_p=\frac{\bar E\sigma}{2K_u}\int_0^h\frac{\partial\delta_u}{\partial a}\,dx .
\end{equation}
From $\delta_u=(\sigma a/\bar E)D(x/a)$ and $D'=-\beta$, we have $\partial\delta_u/\partial a=(\sigma/\bar E)(D+\xi\beta)$. Let $s=h/a$. Integration by parts gives $\int_0^s\xi\beta\,d\xi=\int_0^sD\,d\xi-sD(s)$, hence
\begin{align}
M(s)&\equiv\int_0^s(D+\xi\beta)\,d\xi=2\int_0^sD\,d\xi-sD(s),\\
K_p&=\frac{\bar E\sigma}{2F\sigma\sqrt{\pi a}}\,\frac{\sigma a}{\bar E}M
=\frac{\sigma\sqrt a\,M}{2F\sqrt\pi},\\
\frac{dU}{da}&=\frac{\sigma^2a}{4\pi F^2\bar E}\,M^2(h/a).
\label{deep}
\end{align}
At $a=h$, $D(1)=0$ and $M(1)=4Z$. With $\pi F^2=2Z$, (\ref{deep}) returns $2Z\sigma^2h/\bar E$, as it must.

A channel of depth $a$ costs $\Gamma a$ per unit length, so it can run if $U(a)/a\ge\Gamma$. The most favourable depth maximises $U(a)/a$, where $dU/da=U/a$. Integrating (\ref{deep}) numerically from $a=h$ gives
\begin{equation}
a=1.20\,h,\qquad \frac{U}{a}=2.075\,\frac{\sigma^2h}{\bar E},\qquad h_c=0.964\ \mu\mathrm{m}.
\end{equation}
As a test of the reciprocity result, at $a=1.5h$ it gives $U=3.015\,\sigma^2h^2/\bar E$, while finite elements give 3.019 in the same unit.

For the $1.00\ \mu$m film the mean release rate is now $2.075\times2.5=5.19$ J/m$^2$, above $\Gamma$. The verdict is reversed: a channel that also cuts into the substrate can run.

\subsection*{5. Real films and neglected effects}

The chosen values lie roughly in the range of a dense glassy dielectric film, such as silicon oxynitride, on glass or silicon. A tension of 500 MPa is large for an oxide-like film. Real pairs of materials break the assumption of equal moduli. Take substrate-to-film modulus ratios of 0.75, roughly that of glass, and 1.8, a stiff case slightly above a (001) silicon wafer. Silicon is anisotropic, so no single isotropic ratio describes it exactly; for channels along the [100] and [110] directions it acts roughly like a ratio of 1.6 to 1.7. Hold the film modulus, stress and toughness fixed, set $\nu=0.25$ in both materials, and keep the crack stopped at the interface. Finite elements then give:
\begin{center}
\begin{tabular}{lcc}
Modulus ratio & $Z$ & $h_c$ ($\mu$m)\\
0.75 & 2.226 & 0.899\\
1 & 1.976 & 1.012\\
1.8 & 1.606 & 1.245
\end{tabular}
\end{center}
The matched row is the integral-equation result; the other two rows come from a single mesh and are uncertain by about two units in the last digit. The model thus predicts that the $1.00\ \mu$m film can channel on the softer substrate but not on the stiffer one, provided the crack stops at the interface. A real glass or silicon substrate may not be tough enough to stop it. The requirement of 10 J/m$^2$ found for matched moduli does not carry over, because the stress singularity of a tip at the interface depends on the modulus ratio. On the softer substrate it is stronger than a square root. The release rate for a small advance into the substrate then grows without limit as the advance shrinks, so in linear elasticity no finite toughness stops the crack exactly at the interface, and the tabulated value for that substrate is an idealisation. The growth is slow for this mild mismatch: the stress exponent is about 0.53 instead of 0.5, so the rate varies roughly as the advance to the power $-0.06$. It is cut off at the scale on which the material separates, where it is only two to three times the film toughness at the tabulated thickness. The crack can then cut into the substrate, and the critical thickness can be lower than the tabulated value. Debonding along the interface, which is also left out, could lower it too.

The direction of this change follows from an energy principle. For fixed face tractions, $U$ is the maximum, over trial displacements, of the work of the tractions minus the strain energy. At fixed Poisson's ratio, a stiffer substrate raises the strain energy of every trial field that strains it, and so lowers the maximum.

Three further estimates use the matched model with the crack stopped at the interface.

\emph{Temperature.} Assume an expansion mismatch of $2\times10^{-6}$ K$^{-1}$, a change of 100 K and $\nu=0.25$. The biaxial modulus is $E/(1-\nu)=\bar E(1+\nu)=125$ GPa, so the stress changes by $125\ \mathrm{GPa}\times2\times10^{-4}=25$ MPa. The critical thickness becomes 0.918 $\mu$m if the tension rises and 1.122 $\mu$m if it falls.

\emph{Moisture.} If moisture halved the film toughness, an assumed case, $h_c$ would also halve, to 0.506 $\mu$m.

\emph{Finite strength at the tip.} Linear elasticity gives an infinite stress there. With an assumed cohesive strength $\sigma_0=\bar E/10=10$ GPa, the length over which the material must separate is of order $\bar E\Gamma/\sigma_0^2=5$ nm, or 0.5 percent of $h_c$. This length is small, but its effect on $G$ is not computed here, and the margin for the $1.00\ \mu$m film is itself only 1.2 percent. Extensive plastic flow would invalidate the estimate.

The matched, interface-stopped model therefore places the threshold at 1.01 $\mu$m, but a film of 1.00 $\mu$m has no useful safety margin. A design limit would need the measured stress, the toughness in the service environment, the actual modulus ratio and the toughnesses of the substrate and the interface. The computed values are collected in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
Film toughness: 5.0 J/m^2
Plane-strain modulus: 100 GPa
Film stress: 500 MPa
Stress/modulus: 0.0050 (no unit)
Dislocation stretch difference: 12.56637 (no unit)
4 pi: 12.56637 (no unit)
Edge-crack factor F, 20 terms: 1.1215 (no unit)
Edge-crack factor F, 12 terms: 1.1215 (no unit)
Z from opening area: 1.9758 (no unit)
Z from pi F^2/2: 1.9758 (no unit)
Z from finite elements, nu=0.25: 1.975 (no unit)
Z from finite elements, nu=0.10: 1.975 (no unit)
Critical thickness: 1.012 um
Critical thickness: 10123 angstrom
Trial thickness: 1.00 um
G at trial thickness: 4.939 J/m^2
Mouth opening factor D(0): 5.817 (no unit)
Mouth opening at h_c: 29.4 nm
Bottom-edge release rate at h_c: 10.00 J/m^2
Deep-crack test depth/h: 1.50 (no unit)
Deep-crack energy, reciprocity: 3.015 sigma^2 h^2/Ebar
Deep-crack energy, elements: 3.019 sigma^2 h^2/Ebar
Equal toughness, best depth/h: 1.20 (no unit)
Equal toughness, effective Z: 2.075 (no unit)
Equal toughness, critical h: 0.964 um
Modulus ratio substrate/film, soft: 0.75 (no unit)
Soft substrate Z: 2.226 (no unit)
Soft substrate critical h: 0.899 um
Modulus ratio substrate/film, stiff: 1.80 (no unit)
Stiff substrate Z: 1.606 (no unit)
Stiff substrate critical h: 1.245 um
Assumed cohesive strength: 10 GPa
Process-zone length estimate: 5.0 nm
Process zone / h_c: 0.49 percent
Assumed expansion mismatch: 2.0 per million per K
Assumed temperature change: 100 K
Assumed film Poisson ratio: 0.25 (no unit)
Thermal stress change: 25 MPa
Critical h, added tension: 0.918 um
Critical h, less tension: 1.122 um
Critical h, half toughness: 0.506 um
\end{verbatim}
